# Are force-constant blocks symmetric? The second-neighbour block of diamond

## The argument under review

The manuscript builds a harmonic model of a monatomic crystal with the diamond structure, with forces reaching to second neighbours. Its central step reads, in essence:

> The force constants are second derivatives of the energy, and derivatives commute. Each $3\times3$ block is therefore a symmetric matrix. With the crystal symmetry, the second-neighbour block has three constants. The resulting matrix is symmetric, obeys the translational sum rule and has the symmetry of the crystal, which confirms the construction.

My comments concern two questions: does the symmetry of a block follow from commuting derivatives, and would the three checks reveal an error if it did not?

## What commuting derivatives give

Let $u_{ia}$ be the displacement of atom $i$ along the Cartesian axis $a$, and let $E$ be the potential energy. At equilibrium,

$$\Phi_{ab}(i,j)=\frac{\partial^2E}{\partial u_{ia}\,\partial u_{jb}},\qquad F_{ia}=-\sum_{jb}\Phi_{ab}(i,j)\,u_{jb}.$$

Exchanging the order of differentiation exchanges the atom labels together with the axis labels:

$$\Phi_{ab}(i,j)=\Phi_{ba}(j,i),\qquad\text{or}\qquad \Phi(j,i)=\Phi(i,j)^T. \tag{1}$$

This relates the block $(i,j)$ to the block $(j,i)$. It makes the full matrix symmetric, and it makes the on-site block $i=j$ symmetric. For $i\neq j$ it does not relate $\Phi_{xz}(i,j)$ to $\Phi_{zx}(i,j)$. The first gives the $x$ force on $i$ when $j$ moves along $z$; the second gives the $z$ force on $i$ when $j$ moves along $x$. These are different experiments. The manuscript's "therefore" needs a further reason, which can come only from the crystal or from the type of force.

## When the crystal makes a block symmetric

Let a space-group operation with orthogonal part $g$ carry atoms $i,j$ to $i',j'$. The energy is unchanged when the displacements are carried along, so

$$\Phi(i',j')=g\,\Phi(i,j)\,g^T. \tag{2}$$

If the operation fixes both atoms, then $\Phi=g\Phi g^T$. If it swaps them, the left side is $\Phi(j,i)$, and (1) gives $\Phi^T=g\Phi g^T$.

Inversion about the midpoint of the pair swaps the atoms and has $g=-1$. The two signs cancel, leaving $\Phi^T=\Phi$. In a monatomic Bravais lattice, inversion about $\mathbf R/2$ sends each lattice point $\mathbf R'$ to the lattice point $\mathbf R-\mathbf R'$. All blocks are then symmetric, and the manuscript's conclusion holds there.

Diamond has two atoms per primitive cell. Place A atoms at the fcc lattice vectors and B atoms at these vectors plus $\boldsymbol\tau=(a/4)(1,1,1)$, where $a$ is the cubic lattice constant.

- For an A–B pair at $0$ and $\boldsymbol\tau+\mathbf R$, midpoint inversion sends $\mathbf R'$ to $\boldsymbol\tau+\mathbf R-\mathbf R'$. It exchanges the sublattices and preserves the crystal, so A–B blocks are symmetric.
- For an A–A pair at $0$ and $\mathbf R$, it sends $\boldsymbol\tau+\mathbf R'$ to $\mathbf R-\mathbf R'-\boldsymbol\tau$. This is a B site only if $2\boldsymbol\tau=(a/2)(1,1,1)$ is an fcc vector, and an A site only if $\boldsymbol\tau$ is one. Neither is, so the midpoint is not an inversion centre.

## The second-neighbour block

Take A atoms at $0$ and $\mathbf R=(a/2)(1,1,0)$. Two operations constrain their block.

The mirror $x\leftrightarrow y$ fixes both atoms. It gives $\Phi_{xx}=\Phi_{yy}$, $\Phi_{xy}=\Phi_{yx}$, $\Phi_{xz}=\Phi_{yz}$ and $\Phi_{zx}=\Phi_{zy}$.

The twofold rotation $g=\mathrm{diag}(-1,-1,1)$ about the $z$ axis, followed by translation through $\mathbf R$, swaps the atoms. In $\Phi^T=g\Phi g^T$, an element with one index $z$ changes sign, so $\Phi_{zx}=-\Phi_{xz}$ and $\Phi_{zy}=-\Phi_{yz}$.

The product of the two operations adds nothing new. Operations that exchange the sublattices cannot return an A–A pair to itself. Hence

$$\Phi(0,\mathbf R)=\begin{pmatrix}\mu&\nu&\delta\\ \nu&\mu&\delta\\ -\delta&-\delta&\lambda\end{pmatrix}. \tag{3}$$

There are four constants, not three. Symmetry not only permits $\delta$; it forbids a symmetric $xz$ part.

Absence of midpoint inversion is necessary for such an element, but not sufficient. For the A–A pair at $0$ and $(a,0,0)$, rotation by $\mathrm{diag}(1,-1,-1)$ fixes both atoms and removes the elements that mix $x$ with $y$ or $z$. The mirror $y\leftrightarrow z$ gives $\Phi_{yz}=\Phi_{zy}$. That block is symmetric.

On the B sublattice, inversion about an A–B bond centre gives $\Phi_{BB}(\mathbf R)=\Phi_{AA}(-\mathbf R)$. By translation and (1), this equals $\Phi_{AA}(\mathbf R)^T$. The constant $\delta$ thus changes sign between sublattices.

## A force that produces the element

A central pair potential $\varphi(|\mathbf r_j-\mathbf r_i|)$ contributes minus the matrix of second derivatives of $\varphi$ with respect to $\mathbf r_j-\mathbf r_i$. That matrix is symmetric, so direct central forces give no $\delta$. Angular forces do.

Let $d=\sqrt3\,a/4$ be the bond length, and let $\mathbf r_1,\mathbf r_2$ run from a common neighbour to atoms 1 and 2. Give each bond angle the energy

$$E_\theta=\frac{k_b}{2d^2}\,s^2,\qquad s=\mathbf r_1\cdot\mathbf r_2+\frac{d^2}{3}.$$

The tetrahedral angle has cosine $-1/3$, so $s=0$ at equilibrium. The term of the second derivative proportional to $s$ drops out. Since $\partial s/\partial u_{1a}=r_{2a}$ and $\partial s/\partial u_{2b}=r_{1b}$,

$$\Phi_{ab}(1,2)=k_b\,\hat r_{2a}\hat r_{1b}. \tag{4}$$

A product of two non-parallel vectors is not a symmetric matrix. For the pair in (3), the one common neighbour is at $\boldsymbol\tau$, so $\hat{\mathbf r}_1=-(1,1,1)/\sqrt3$ and $\hat{\mathbf r}_2=(1,1,-1)/\sqrt3$. Equation (4) gives $\mu=\nu=\delta=-k_b/3$ and $\lambda=k_b/3$. In this model $\delta$ is as large as the other second-neighbour constants.

For a complete model, add the bond energy $(k_s/8d^2)(r^2-d^2)^2$. The derivatives of $r^2-d^2$ with respect to the two end atoms are $\pm2\mathbf r$, so it contributes $-k_s\hat{\mathbf r}\hat{\mathbf r}^T$ to the first-neighbour block.

The angle terms also contribute there. For the bond from centre $c$ to arm $m$, with another arm $n$, $\partial s/\partial\mathbf u_c=-(\mathbf r_m+\mathbf r_n)$ and $\partial s/\partial\mathbf u_m=\mathbf r_n$. The four bond directions satisfy $\sum\hat{\mathbf r}=0$ and $\sum\hat{\mathbf r}\hat{\mathbf r}^T=\tfrac43I$, so

$$-k_b\sum_{n\ne m}(\hat{\mathbf r}_m+\hat{\mathbf r}_n)\hat{\mathbf r}_n^T=-k_b\left(\tfrac43I-2\hat{\mathbf r}_m\hat{\mathbf r}_m^T\right).$$

Angles centred on the other end of the bond contribute the same amount. The total is $-(k_s-4k_b)\hat{\mathbf r}\hat{\mathbf r}^T-\tfrac83k_bI$. Along $(1,1,1)$, every element of $\hat{\mathbf r}\hat{\mathbf r}^T$ is $1/3$. The block therefore has $-\alpha$ on the diagonal and $-\beta$ off it, with

$$\alpha=\frac{k_s+4k_b}{3},\qquad \beta=\frac{k_s-4k_b}{3}.$$

## Which vibrations notice

For atomic mass $M$, use the phase convention $D(\mathbf q)=M^{-1}\sum\Phi(i,j)\,e^{i\mathbf q\cdot(\mathbf r_j-\mathbf r_i)}$, and write $(X,Y,Z)=\mathbf q a/2$.

For $\mathbf R=(a/2)(s_x,s_y,0)$ with $s_x,s_y=\pm1$, the operation $\mathrm{diag}(s_x,s_y,s_xs_y)$ carries (3) to the required block. Its $xz$ element is $s_y\delta$. Cyclic permutation of the axes gives $-s_y\delta$ for neighbours in the $yz$ plane and the symmetric element $s_xs_z\nu$ for those in the $zx$ plane. Using $\sum s_ye^{i(s_xX+s_yY)}=4i\cos X\sin Y$, and the same sum with $Z$ for $X$,

$$M D^{AA}_{xz}=-4\nu\sin X\sin Z+4i\delta\sin Y(\cos X-\cos Z). \tag{5}$$

The antisymmetric parts of the $xy$ and $yz$ elements are $4i\delta\sin Z(\cos X-\cos Y)$ and $4i\delta\sin X(\cos Y-\cos Z)$. On the B sublattice $\delta$ changes sign, so $D^{BB}$ is the complex conjugate of $D^{AA}$.

These parts vanish along $[100]$, where $Y=Z=0$, and along $[111]$, where the cosines are equal. A comparison confined to these two lines cannot detect $\delta$.

Near $\mathbf q=0$ they are of order $q^3$. Because they have opposite signs on A and B, they cancel within the in-phase motions and within the out-of-phase motions, and only couple one kind to the other. The remaining coupling between the two kinds comes from $D^{AB}$. It vanishes at $\mathbf q=0$, where $D^{AB}$ is real and symmetric, and is of order $q$. Eliminating the optical motions, whose frequencies stay finite, changes the acoustic $\omega^2$ by order $q\cdot q^3=q^4$. Since $\omega^2$ itself is of order $q^2$, the relative change is of order $q^2$ (of order $q^4$ in the special case $\beta=0$, where the order-$q$ coupling is absent) and the sound velocities do not depend on $\delta$ when the other constants are fixed.

## The point W in closed form

At W, $\mathbf q=(2\pi/a)(1,\tfrac12,0)$ and $(X,Y,Z)=(\pi,\pi/2,0)$. The products of sines multiplying $\nu$ vanish. The only antisymmetric element left is $MD^{AA}_{xz}=-8i\delta$, with $MD^{AA}_{zx}=8i\delta$.

The sum rule $\Phi(i,i)=-\sum_{j\ne i}\Phi(i,j)$ gives the on-site constant $4\alpha-8\mu-4\lambda$. The second neighbours add to the $xx$ element

$$4\mu(\cos X\cos Y+\cos X\cos Z)+4\lambda\cos Y\cos Z=-4\mu.$$

The same expression with axes permuted gives $-4\lambda$ for $yy$ and $-4\mu$ for $zz$. The $xx$ and $zz$ elements are therefore $P$, and the $yy$ element is $Q$:

$$P=4\alpha-12\mu-4\lambda,\qquad Q=4\alpha-8\mu-8\lambda.$$

For the A–B part, the neighbours $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$, $(-1,-1,1)$ have phases $3\pi/4$, $\pi/4$, $-\pi/4$, $-3\pi/4$. Their blocks have diagonal $-\alpha$ and off-diagonal elements $-\beta s_as_b$, where $s_a$ are the signs of the neighbour vector. The diagonal and $xz$ sums cancel, leaving

$$MD^{AB}_{xy}=MD^{AB}_{yx}=2\sqrt2\,\beta,\qquad MD^{AB}_{yz}=MD^{AB}_{zy}=-2\sqrt2\,i\beta.$$

Introduce circular motions $\mathbf e_\pm=(1,0,\pm i)/\sqrt2$. On A, $MD^{AA}\mathbf e_\pm=(P\pm8\delta)\mathbf e_\pm$; on B the signs are reversed. Direct multiplication gives

$$MD^{AB}\mathbf e_+=4\beta\,\hat{\mathbf y},\qquad MD^{AB}\mathbf e_-=0,\qquad MD^{AB}\hat{\mathbf y}=4\beta\,\mathbf e_-.$$

Motion $\hat{\mathbf y}$ on A couples to $\mathbf e_+$ on B, and $\hat{\mathbf y}$ on B couples to $\mathbf e_-$ on A. Both circular partners have the diagonal value $P-8\delta$. The motions $\mathbf e_+$ on A and $\mathbf e_-$ on B stay uncoupled, with value $P+8\delta$. Each level is thus doubly degenerate:

$$M\omega^2=P+8\delta,\qquad M\omega^2=\frac{Q+P-8\delta}{2}\pm\sqrt{\left(\frac{Q-P+8\delta}{2}\right)^2+16\beta^2}. \tag{6}$$

The first level is linear in $\delta$. On one sublattice the two senses of rotation differ because the $\delta$ term of the $xz$ element is imaginary and antisymmetric. The opposite sign of $\delta$ on B gives $\mathbf e_+$ on A and $\mathbf e_-$ on B the same value, and likewise the two coupled partners, so the levels, already paired at $\delta=0$, stay paired when $\delta\neq0$.

## Size of the error in a model

Choose $k_s=120$ N/m, $k_b=12$ N/m and $M=30$ u. Then $\alpha=168/3=56$, $\beta=72/3=24$, $\mu=\nu=\delta=-4$ and $\lambda=4$, all in N/m. At W, in the same unit,

$$P=224+48-16=256,\qquad Q=224+32-32=224.$$

With the correct block, $P+8\delta=224$ and $P-8\delta=288$. The coupled levels are $256\pm\sqrt{32^2+96^2}$, or 154.8 and 357.2. Symmetrizing the block sets $\delta=0$: the uncoupled level becomes 256, and the coupled ones $240\pm\sqrt{16^2+96^2}$, or 142.7 and 337.3. The frequencies $f=\omega/2\pi$ follow from $\omega=\sqrt{(M\omega^2)/M}$:

| Level at W | correct $f$ (THz) | symmetrized $f$ (THz) | error relative to correct |
|---|---|---|---|
| lower coupled | 8.87 | 8.52 | −4.0% |
| uncoupled | 10.67 | 11.41 | +6.9% |
| upper coupled | 13.48 | 13.10 | −2.8% |

At K, $\mathbf q=(2\pi/a)(\tfrac34,\tfrac34,0)$, numerical diagonalization of the $6\times6$ matrix gives 7.45, 9.65, 10.59, 11.18, 13.12 and 13.75 THz with the correct block. The symmetrized block gives 7.45, 9.05, 11.22, 11.67, 13.12 and 13.24 THz. Two frequencies do not move. Along $[110]$ the mirror $x\leftrightarrow y$ separates the two modes polarized along $(1,-1,0)$. There the antisymmetric $xz$ and $yz$ elements are equal and the $xy$ one is zero, so their action on $(1,-1,0)$ cancels.

The long-wave behaviour can be seen by diagonalizing at $(X,Y,Z)=(0.12,0.08,0.04)$ and at half that wavevector. Take the relative changes of $\omega^2$ on the three acoustic branches and form the root of the sum of their squares. It falls from $4.1\times10^{-4}$ to $1.0\times10^{-4}$, a factor close to four, as the $q^2$ estimate requires.

## Why the manuscript's checks are silent

Replace every block by $\tfrac12(\Phi+\Phi^T)$. Relation (1) survives, so the full matrix remains symmetric. The sum rule $\sum_j\Phi(i,j)=0$, with $j=i$ included, also holds for the transposed blocks and hence for the average. Finally, transposition is compatible with (2), because $(g\Phi g^T)^T=g\Phi^Tg^T$. All three checks are passed by the wrong matrix as well as by the right one.

A direct test compares two displacements. Move the atom at $\mathbf R$ by a small $u$ along $z$ and record the $x$ force on the atom at $0$; it is $-\delta u$. Then move it by $u$ along $x$ and record the $z$ force; it is $+\delta u$. Both statements hold to first order in $u$. A symmetric block would require equal forces, and by (3) both would then be zero at that order, so a term linear in $u$ in the first displacement already reveals $\delta$. A term of order $u^2$ can appear even when $\delta=0$, for example from a central second-neighbour force; taking half the difference of the forces for $+u$ and $-u$ removes it. In a periodic calculation the cell must be large enough. In the 8-atom cubic cell the four neighbours $(a/2)(\pm1,\pm1,0)$ are images of one atom, their elements $s_y\delta$ add to zero, and the test returns nothing. The 64-atom cell of side $2a$ separates them.

I ask that the second-neighbour block be given the form (3), with $\delta$ determined along with the other constants, and that the dispersion be recomputed at W and along $[110]$. If the constants were fitted with $\delta=0$ imposed, the others may have absorbed part of its effect. They should then be refitted together, since the errors above apply to constants held fixed.
